# Yukawa shifts in hydrogen as apparent changes of radius or alpha, part 2

An electron bound to a proton feels, besides the Coulomb energy $-\hbar c\,\alpha/r$ in the nonrelativistic Hamiltonian $H_0$, a spin-independent force from a mediator of mass $M$:

$$V(r)=-g\,\hbar c\,\frac{e^{-\mu r}}{r},\qquad \mu=\frac{Mc}{\hbar}.$$

The question is how this force can pass for a change of the Coulomb strength or of the proton radius. The proton is a point source of $V$, $g>0$ means attraction, and $|g|\ll\alpha$. With reduced mass $m$, the Bohr radius is $a=\hbar/(mc\alpha)$; further, $\rho=r/a$ and $x=\mu a$. "Heavy" means $x\gg1$, "light" $x\ll1$.

To first order in $g$, with $P(\rho)$ the normalized radial probability density,

$$\Delta E=-\frac{g\hbar c}{a}\,F(x),\qquad F(x)=\int_0^\infty P(\rho)\,\frac{e^{-x\rho}}{\rho}\,d\rho .$$

The densities of the S states are $P_{1S}=4\rho^2e^{-2\rho}$ and $P_{2S}=\frac{\rho^2}{2}\big(1-\frac\rho2\big)^2e^{-\rho}$. The closed forms are

$$F_{1S}=\frac4{(2+x)^2},\qquad F_{2S}=\frac{1+2x^2}{4(1+x)^4},\qquad F_{2P}=\frac1{4(1+x)^4},$$

$$F_{2S}-F_{2P}=\frac{x^2}{2(1+x)^4}.$$

For a light mediator, transition energies between levels well inside the range change to leading order as if the Coulomb strength were $\alpha+g$.

A proton with mean square charge radius $r_p^2$ raises the S levels $n=1,2$ by

$$\Delta E_{\rm size}=\frac23\,\frac{\hbar c\,\alpha\,r_p^2}{n^3a^3},$$

while the 2P shift is neglected. This was tested numerically with a uniformly charged sphere of radius $10^{-4}a$, the "charged sphere" mentioned below.

The numerical examples use $g=10^{-12}$, chosen for illustration, for which $g\hbar c/(ah)=9.0116\times10^5$ Hz ($h$ is Planck's constant) and $g/\alpha=1.3704\times10^{-10}$. In hydrogen $x=1$ corresponds to a mediator energy $Mc^2$ of 3.727 keV.

### Heavy mediator: the same pattern

When $x\gg1$, take the largest power of $x$ out of each closed form:

$$F_{1S}=\frac4{x^2}\Big(1+\frac2x\Big)^{-2}=\frac4{x^2}\Big(1-\frac4x+\frac{12}{x^2}+\dots\Big),$$

$$F_{2S}=\frac1{2x^2}\Big(1+\frac1{2x^2}\Big)\Big(1+\frac1x\Big)^{-4}
=\frac1{2x^2}\Big(1-\frac4x+\frac{21}{2x^2}+\dots\Big),$$

$$F_{2P}=\frac1{4x^4}\Big(1-\frac4x+\dots\Big).$$

The leading S shifts stand in the ratio $8:1$, which is the $1/n^3$ law of the finite-size effect. The P shift is suppressed by a further factor of $1/x^2$. More precisely, $F_{2P}/F_{2S}=1/(1+2x^2)$ at any $x$.

Now match the sizes. A change $\delta(r^2)$ of the squared radius shifts 1S by $\frac23\hbar c\alpha\,\delta(r^2)/a^3$. Setting this equal to the leading Yukawa shift gives

$$\frac23\,\frac{\hbar c\,\alpha\,\delta(r^2)}{a^3}=-\frac{g\hbar c}{a}\,\frac4{x^2}
\quad\Longrightarrow\quad \delta(r^2)=-\frac{6g\,a^2}{\alpha x^2}=-\frac{6g}{\alpha\mu^2}.$$

The 2S level leads to the same value, because both sides are divided by 8. A single number therefore describes both levels, and the size of the atom has dropped out of it.

The sign has a direct meaning. A finite radius weakens the attraction near the proton and raises S levels. An attractive Yukawa force strengthens the attraction there and lowers them. An analyst who leaves out the force will infer too small a radius if $g>0$ and too large a radius if $g<0$.

The imitation is better than the expansion in $1/x$ might suggest, because the correction $-4/x$ is common to 1S and 2S. The reason lies in the densities near the origin. Relative to their central values they are

$$e^{-2\rho}=1-2\rho+\dots,\qquad \Big(1-\frac\rho2\Big)^2e^{-\rho}=1-2\rho+\dots$$

Both have the same slope. Inserting $1-2\rho$ into the Yukawa integral gives

$$\int_0^\infty\rho(1-2\rho)e^{-x\rho}\,d\rho=\frac1{x^2}-\frac4{x^3}=\frac1{x^2}\Big(1-\frac4x\Big),$$

which is the common factor. It changes the apparent radius slightly but leaves the pattern of the two S levels intact. The pattern first fails in the next order:

$$\frac{8F_{2S}}{F_{1S}}=1+\Big(\frac{21}2-12\Big)\frac1{x^2}+\dots=1-\frac3{2x^2}+\dots$$

This coefficient was tested by quadrature at $x=300$.

### Any mediator mass: two apparent parameters

The two limits can be joined by asking what an analyst would report who knows nothing of the force. Suppose that the 1S-2S and 2S-2P intervals have been measured, and that all ordinary relativistic and radiative contributions have been subtracted. The remaining discrepancy is fitted with a change $\delta\alpha$ of the Coulomb strength and a change $\delta(r^2)$ of the squared radius. The model used in the fit is

$$\Delta E_{\rm fit}=-\frac{\hbar c}{a}\,\frac{\delta\alpha}{n^2}+\frac23\,\frac{\hbar c\,\alpha}{a^3}\,\frac{\delta(r^2)}{n^3}\,\delta_{l0},$$

where $\delta_{l0}$ is one for S states and zero otherwise.

Begin with $E(2S)-E(2P)$. The $\delta\alpha$ terms cancel, since both levels have $n=2$. The fit gives $\frac23\cdot\frac18=\frac1{12}$ times $\hbar c\alpha\,\delta(r^2)/a^3$. The Yukawa force gives $-(g\hbar c/a)(F_{2S}-F_{2P})$. Hence

$$\frac{\hbar c\,\alpha\,\delta(r^2)}{12a^3}=-\frac{g\hbar c}{a}\,\frac{x^2}{2(1+x)^4}
\quad\Longrightarrow\quad
\delta(r^2)=-\frac{6g\,a^2}{\alpha}\,\frac{x^2}{(1+x)^4}.$$

Since $a^2x^2=x^4/\mu^2$, this can also be written as

$$\delta(r^2)=-\frac{6g}{\alpha\mu^2}\Big(\frac{x}{1+x}\Big)^4 .$$

The first factor is the heavy-mediator result. The second tends to one for $x\gg1$ and cuts off the false radius when the range grows beyond the atom.

Next take $E(2S)-E(1S)$. The $\delta\alpha$ term contributes $-(\hbar c/a)\delta\alpha(\frac14-1)=+\frac34(\hbar c/a)\delta\alpha$. The radius term contributes $\frac23(\frac18-1)=-\frac7{12}$ times $\hbar c\alpha\,\delta(r^2)/a^3$. With the radius change just found, this second part becomes

$$-\frac7{12}\,\frac{\hbar c\,\alpha}{a^3}\,\delta(r^2)=\frac{g\hbar c}{a}\,\frac{7x^2}{2(1+x)^4}.$$

The sum must equal the Yukawa change $(g\hbar c/a)(F_{1S}-F_{2S})$. Solving for $\delta\alpha$ gives

$$\frac34\,\frac{\delta\alpha}{g}=\frac4{(2+x)^2}-\frac{1+2x^2}{4(1+x)^4}-\frac{14x^2}{4(1+x)^4},$$

and so

$$\frac{\delta\alpha}{g}=A(x)=\frac43\left[\frac4{(2+x)^2}-\frac{1+16x^2}{4(1+x)^4}\right].$$

Check the limits. At $x=0$ the bracket is $1-\frac14$, so $A=1$, while $\delta(r^2)$ vanishes as $x^2$. The whole effect appears as a change of $\alpha$.

For large $x$ expand both terms in the bracket:

$$\frac4{(2+x)^2}=\frac4{x^2}-\frac{16}{x^3}+\frac{48}{x^4}+\dots,\qquad
\frac{1+16x^2}{4(1+x)^4}=\frac4{x^2}-\frac{16}{x^3}+\frac{161}{4x^4}+\dots$$

In the second series $161/4$ is the sum of $40$ and $\frac14$. The first two orders cancel, the third leaves $31/4$, and

$$A\to\frac{31}{3x^4}.$$

The apparent change of $\alpha$ dies out faster than the radius effect, which in the same energy unit falls as $1/x^2$. The whole leading effect appears as a change of radius.

The fit was tested at $x=0.01$, $1$ and $30$ by solving the two linear equations numerically. The response to $\alpha$ came from diagonalization, the response to the radius from the charged sphere, and the Yukawa shifts from quadrature.

The two equations have a solution for every $x$, including $x\approx1$, where neither limit applies. A perfect fit to two intervals therefore does not exclude the force. Unless the fitted values are themselves implausible, such as a negative total $r_p^2$, exposing it takes at least one further independent datum.

### Three mediators in hydrogen

For 1 MeV, $x=10^6/3726.9=268.3$. The 1S shift is $-5.474\times10^{-5}\times901163=-49.33$ Hz and the 2S shift is $-6.166$ Hz, close to the ratio $8:1$. The 2P shift is $-4\times10^{-5}$ Hz. The 1S-2S frequency rises by 43.164 Hz, of which the fit assigns 43.163 Hz to the radius and 0.0013 Hz to $\alpha$. With the range $1/\mu=197.3$ fm, the contact limit gives

$$\delta(r^2)=-6\times1.3704\times10^{-10}\times(197.3\ \text{fm})^2=-3.20\times10^{-5}\ \text{fm}^2 .$$

The fitted value is $-3.15\times10^{-5}$ fm², smaller in magnitude by the factor $(x/(1+x))^4=0.985$.

For 4 keV, $x=1.073$, and the 1S-2S frequency rises by $3.414\times10^5$ Hz. The fit divides this into $1.447\times10^5$ Hz from $\delta\alpha=0.214\,g$ and $1.966\times10^5$ Hz from $\delta(r^2)=-0.144$ fm². Neither parameter alone describes the force.

For 10 eV, the fit returns $\delta\alpha=0.99995\,g$. The radius part of the 1S-2S change is 22 Hz out of 675858 Hz. The apparent radius change is $-1.64\times10^{-5}$ fm², of the same order as for 1 MeV, although the mediator masses differ by a factor of $10^5$. This follows from the function $x^2/(1+x)^4$, which keeps its value when $x$ is replaced by $1/x$, together with the choice of masses: for 10 eV, $1/x\approx373$, which lies near the value $x\approx268$ of the 1 MeV mediator. The 2S-2P interval alone cannot tell a light mediator from its heavy counterpart at equal $g$. The 1S-2S interval separates them if the gross scale $mc^2\alpha^2$ is known independently, from $\alpha$ and $m$, to a relative accuracy better than about $2g/\alpha$. The apparent radius changes quoted for 10 eV and 4 keV belong to this pair of intervals. Outside the heavy limit a different second line, such as one to a higher level, gives a different fitted radius.

### The same mediator in muonic hydrogen

Replace the electron by a muon and assume that the mediator couples to it with the same $g$. The Bohr radius shrinks to 284.7 fm, and the mediator energy at $x=1$ rises to 693 keV. The 1 MeV mediator, heavy for ordinary hydrogen, now has $x=1000/693=1.443$. The radius change inferred from the muonic 2S-2P interval is

$$\delta(r^2)=-3.20\times10^{-5}\ \text{fm}^2\times\Big(\frac{1.443}{2.443}\Big)^4=-3.9\times10^{-6}\ \text{fm}^2 ,$$

which is 12% of the contact value. Ordinary hydrogen gave 98.5% of it. Within this model the two atoms would thus report different squared radii for the same proton, differing by about $2.8\times10^{-5}$ fm².

If the range is short compared with both Bohr radii and the couplings are equal, both atoms report the same false change to leading order. For a point source the factor $(x/(1+x))^4$ leaves a relative difference of about $4/x$, with $x$ taken for the muonic atom. This estimate holds while the range is long compared with the proton; at shorter range the relative difference levels off at order $r_p/a$ of the muonic atom. The absolute difference keeps falling with the contact value, so comparing the atoms becomes less and less sensitive as the range shrinks. Unequal couplings to electron and muon would restore a difference.

### Where the result fails

The first-order formula drops terms of order $g^2$, and the assumption $|g|\ll\alpha$ keeps them small. For a massless mediator the size of the error is known, because the energy is proportional to $(\alpha+g)^2=\alpha^2+2\alpha g+g^2$. The neglected term is $g/(2\alpha)$ relative to the first-order shift, or about $7\times10^{-11}$ in the example.

The nonrelativistic treatment is a limitation at short range. The electron's reduced Compton wavelength, with $m$ as the mass, is $\alpha a=0.386$ pm, and the range of the 1 MeV mediator is 0.197 pm. Relativistic changes of the wavefunction and of the interaction at such distances are left out. They matter most for the $2P_{1/2}$ level, whose small Dirac component does not vanish at the origin and gives a contact shift of order $\alpha^2$ relative to 2S. Once $x\gtrsim1/\alpha$ this is as large as the nonrelativistic ratio $1/(2x^2)$, and its sign depends on whether the coupling is scalar or vector. The 2P shift and the small $\alpha$ part quoted for 1 MeV therefore describe the stated model, not the real atom.

The point source is a further assumption. Spreading the Yukawa source over the proton smears the potential. The smeared potential is a convolution of a static Yukawa potential with a normalized source, so its volume integral changes only through the normalization, which is one. The leading contact result survives as long as both the range and the source are small compared with $a$. The corrections to it do depend on the source. The numerical output below lists the point-source values for all three mediators and for the muonic atom.

## Computed values

```
fine-structure constant alpha = 0.007297353
coupling g = 1.0e-12, g/alpha = 1.3704e-10
hydrogen reduced rest energy = 510.7208 keV
hydrogen Bohr radius a = 52.9465 pm
mediator energy at x = 1: 3726.91 eV
shift scale g hbar c/(a h) = 901162.77 Hz
numerical peak of F_2S-F_2P: x = 1.0000, value = 0.031250
1S-2S shift for alpha -> alpha+g = 675872.079 Hz
[10 eV] x = 0.00268319, range = 19733 pm
[10 eV] F: 1S 0.997322, 2S 0.247338, 2P 0.247335
[10 eV] level shifts (Hz): 1S -898750, 2S -222892, 2P -222889
[10 eV] change of E(2S)-E(1S) = 675858 Hz
[10 eV] change of E(2S)-E(2P) = -3.2094 Hz
[10 eV] 1S-2S alpha part = 6.7584e+05 Hz, radius part = 22.466 Hz
[10 eV] apparent delta alpha/g = 0.99995
[10 eV] apparent delta r^2 = -1.6418e-05 fm^2
[4 keV] x = 1.07328, range = 49.332 pm
[4 keV] F: 1S 0.423504, 2S 0.0447024, 2P 0.0135304
[4 keV] level shifts (Hz): 1S -381646, 2S -40284.2, 2P -12193.1
[4 keV] change of E(2S)-E(1S) = 341361 Hz
[4 keV] change of E(2S)-E(2P) = -28091 Hz
[4 keV] 1S-2S alpha part = 1.4472e+05 Hz, radius part = 1.9664e+05 Hz
[4 keV] apparent delta alpha/g = 0.21413
[4 keV] apparent delta r^2 = -0.1437 fm^2
[1 MeV] x = 268.319, range = 0.19733 pm
[1 MeV] F: 1S 5.47403e-05, 2S 6.8424e-06, 2P 4.75197e-11
[1 MeV] level shifts (Hz): 1S -49.33, 2S -6.16612, 2P -4.28229e-05
[1 MeV] change of E(2S)-E(1S) = 43.1638 Hz
[1 MeV] change of E(2S)-E(2P) = -6.1661 Hz
[1 MeV] 1S-2S alpha part = 0.0013174 Hz, radius part = 43.163 Hz
[1 MeV] apparent delta alpha/g = 1.9492e-09
[1 MeV] apparent delta r^2 = -3.1543e-05 fm^2
1 MeV contact-limit delta r^2 = -3.2015e-05 fm^2
muonic hydrogen Bohr radius = 284.748 fm
muonic mediator energy at x = 1: 692.99 keV
muonic x at 1 MeV = 1.4430
muonic apparent delta r^2 at 1 MeV = -3.8971e-06 fm^2
muonic apparent/contact ratio = 0.1217
hydrogen apparent/contact ratio = 0.9852
```
